**Entropy of dimerisation from partition functions and from relative free volume**

The program examines $\Delta S^\circ=\Delta S_{\rm tr}+\Delta S_{\rm rot}+S_{\rm vib,6}$ for $2\mathrm M\rightleftharpoons\mathrm D$ with rigid monomers, and its classical limit $R[\ln(\sigma_M^2p^\circ v/(8\pi^2\sigma_DkT))+2]$. Here $\sigma_M$ and $\sigma_D$ are symmetry numbers, $p^\circ$ is the standard pressure, and $v$ is the Boltzmann-weighted integral over relative position and orientation in one well. It asserts the translational, rotational and vibrational formulas against sums over energy levels, and the count of equivalent wells against an enumeration of labelled structures. It also asserts that the six rigid-body modes agree with an all-atom model with very stiff monomers, and that masses cancel from the classical ratio of partition functions. Sampling of the full spring potential is asserted to approach the harmonic integral at 4 K. For the model precursor at 400 K and 1 bar, the output gives −164.94 J/(mol K) for translation, −72.97 for rotation and +106.83 for the six vibrations, with a total of −131.09 J/(mol K). The anharmonic correction printed at 400 K is a sampling estimate that no assertion covers, and its batch error may understate the uncertainty.

## Numerical check

```python
"""Entropy of dimerisation 2 M -> D for rigid nonlinear monomers.

Result under test, per mole of dimer at standard pressure p0:
  dS = S_tr(D) - 2 S_tr(M) + S_rot(D) - 2 S_rot(M) + S_vib(six modes)
S_tr is the ideal-gas translational entropy, S_rot the classical rotor entropy
with symmetry number sigma, S_vib the harmonic oscillator entropy.
In the classical limit all masses cancel and dS is fixed by the integral over
relative position and orientation, weighted by sigma_M^2/sigma_D.
Model: planar MX3 monomers, joined by distance springs at zero strain.
Lengths are in angstrom, masses in u, springs in N/m; entropies inside the
functions are in units of the gas constant R.
"""
from itertools import combinations, permutations
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.spatial.distance import pdist
from scipy.spatial.transform import Rotation
from scipy.special import gammaln

kB, h, hbar, c = const.k, const.h, const.hbar, const.c
R, u = const.R, const.atomic_mass
ang = 1e-10
T0, p0 = 400.0, 1e5
mass_M, mass_X = 50.0, 20.0
bond, bridge = 2.0, 2.4
k_bridge, k_other = 60.0, 2.0


# ---------- geometry ----------
def make_dimer(twist=0.0):
    """Monomer A, and monomer B as its image under a twofold y rotation."""
    angles = np.array([0.0, 2 * np.pi / 3, -2 * np.pi / 3]) + twist
    ligands = bond * np.column_stack([np.cos(angles), np.sin(angles), 0 * angles])
    local = np.vstack([np.zeros(3), ligands])
    first = local + np.array([-bond / 2, 0.0, bridge / 2])
    return first, first * np.array([-1.0, 1.0, -1.0])


A, B = make_dimer()
dimer = np.vstack([A, B])
springs = np.full((4, 4), k_other)
springs[0, 1] = springs[1, 0] = k_bridge
rest = np.linalg.norm(B[None, :, :] - A[:, None, :], axis=2)


def inertia(coords, masses):
    x = coords - masses @ coords / masses.sum()
    return np.sum(masses * np.sum(x**2, axis=1)) * np.eye(3) - (x.T * masses) @ x


# ---------- symmetry numbers and labelled wells ----------
def fingerprint(x):
    """Distances and signed volumes: equal only for properly superposable sets."""
    quads = np.array(list(combinations(range(len(x)), 4)))
    p = x[quads]
    return np.concatenate([pdist(x), np.linalg.det(p[:, 1:] - p[:, :1])])


def symmetry_number(x, metal_sites, ligand_sites):
    reference, count = fingerprint(x), 0
    for pm in permutations(metal_sites):
        for pl in permutations(ligand_sites):
            order = np.arange(len(x))
            order[list(metal_sites)] = pm
            order[list(ligand_sites)] = pl
            count += np.allclose(fingerprint(x[order]), reference, atol=1e-7)
    return int(count)


def count_wells(x, include_mirror):
    """Distinct labelled dimers reached by monomer rotations and exchange."""
    found = []
    images = [x, x * np.array([-1.0, 1.0, 1.0])] if include_mirror else [x]
    for image in images:
        for pa in permutations((1, 2, 3)):
            for pb in permutations((1, 2, 3)):
                first = [0, *pa]
                second = [4, *(4 + j for j in pb)]
                for order in (first + second, second + first):
                    f = fingerprint(image[order])
                    if not any(np.allclose(f, g, atol=1e-7) for g in found):
                        found.append(f)
    return len(found)


sigma_M = symmetry_number(A, (0,), (1, 2, 3))
sigma_D = symmetry_number(dimer, (0, 4), (1, 2, 3, 5, 6, 7))
wells = count_wells(dimer, False)
assert wells == 3 * 3 * 2 * 2
assert wells * sigma_D == 2 * sigma_M**2
assert count_wells(dimer, True) == wells
twisted = np.vstack(make_dimer(0.2))
sigma_twisted = symmetry_number(twisted, (0, 4), (1, 2, 3, 5, 6, 7))
wells_twisted = count_wells(twisted, False)
wells_both_hands = count_wells(twisted, True)
assert wells_twisted * sigma_twisted == 2 * sigma_M**2
assert wells_both_hands == 2 * wells_twisted


# ---------- six intermolecular modes ----------
def rigid_hessian():
    F = np.zeros((12, 12))
    for i in range(4):
        for j in range(4):
            e = (B[j] - A[i]) / rest[i, j]
            row = np.concatenate([-e, -np.cross(A[i] - A[0], e),
                                  e, np.cross(B[j] - B[0], e)])
            F += springs[i, j] * np.outer(row, row)
    return F


F12 = rigid_hessian()
F6 = F12[6:, 6:]


def to_wavenumber(eigenvalues):
    return np.sqrt(eigenvalues / u) / (2 * np.pi * c * 100)


def rigid_modes(mM, mX):
    m = np.array([mM, mX, mX, mX])
    mass_matrix = np.zeros((12, 12))
    for start, body in ((0, A), (6, B)):
        mass_matrix[start:start + 3, start:start + 3] = m.sum() * np.eye(3)
        mass_matrix[start + 3:start + 6, start + 3:start + 6] = inertia(body, m)
    values = eigh(F12, mass_matrix, eigvals_only=True)
    assert np.max(np.abs(values[:6])) < 1e-9 * values[6]
    return to_wavenumber(values[6:])


modes = rigid_modes(mass_M, mass_X)

# all atoms free, monomers held together by very stiff internal springs
stiff = 1e6
H = np.zeros((24, 24))
for i, j in combinations(range(8), 2):
    same = (i < 4) == (j < 4)
    k = stiff if same else springs[i, j - 4]
    e = (dimer[j] - dimer[i]) / np.linalg.norm(dimer[j] - dimer[i])
    row = np.zeros(24)
    row[3 * i:3 * i + 3], row[3 * j:3 * j + 3] = -e, e
    H += k * np.outer(row, row)
for start in (0, 4):
    row = np.zeros(24)
    row[3 * start + 2] = 1.0
    for j in (1, 2, 3):
        row[3 * (start + j) + 2] = -1.0 / 3
    H += stiff * np.outer(row, row)
m4 = np.array([mass_M, mass_X, mass_X, mass_X])
m8 = np.concatenate([m4, m4])
root_mass = np.sqrt(np.repeat(m8, 3))
all_values = np.linalg.eigvalsh(H / np.outer(root_mass, root_mass))
assert np.max(np.abs(all_values[:6])) < 1e-6 * all_values[6]
assert np.allclose(to_wavenumber(all_values[6:12]), modes, rtol=1e-3)
assert all_values[12] > 100 * all_values[11]


# ---------- entropy formulas, in units of R ----------
def thermal_length(m, T):
    return h / np.sqrt(2 * np.pi * m * u * kB * T)


def s_trans(m, T):
    return np.log(kB * T / (p0 * thermal_length(m, T)**3)) + 2.5


def rot_temperatures(moments):
    return hbar**2 / (2 * moments * u * ang**2 * kB)


def q_rot(moments, sigma, T):
    return np.sqrt(np.pi * T**3 / np.prod(rot_temperatures(moments))) / sigma


def s_rot(moments, sigma, T):
    return np.log(q_rot(moments, sigma, T)) + 1.5


def s_vib(wavenumbers, T):
    x = h * c * 100 * wavenumbers / (kB * T)
    return x / np.expm1(x) - np.log(-np.expm1(-x))


m_mono = m4.sum()
I_M = np.linalg.eigvalsh(inertia(A, m4))
I_D = np.linalg.eigvalsh(inertia(dimer, m8))

# translation: particle-in-a-box levels and the exact N!
N = 10**6
L = (N * kB * T0 / p0)**(1 / 3)
n = np.arange(1, 600001, dtype=float)
q1 = np.exp(-n**2 * h**2 / (8 * m_mono * u * L**2 * kB * T0)).sum()
s_box = 3 * np.log(q1) - gammaln(N + 1) / N + 1.5
assert abs(s_box - s_trans(m_mono, T0)) < 2e-4

# rotation: levels allowed for three identical spin-zero ligand nuclei
theta = rot_temperatures(I_M)
energies, weights = [], []
for J in range(701):
    K = np.arange(0, J + 1, 3)
    g = np.full(len(K), 2.0 * J + 1)
    if J % 2:
        g[0] = 0.0
    energies.append(theta[0] * J * (J + 1) - (theta[0] - theta[2]) * K**2)
    weights.append(g)
energies, weights = np.concatenate(energies), np.concatenate(weights)
boltz = weights * np.exp(-energies / T0)
q_levels = boltz.sum()
s_levels = np.log(q_levels) + (boltz @ energies) / (q_levels * T0)
assert abs(q_levels / q_rot(I_M, sigma_M, T0) - 1) < 2e-3
assert abs(s_levels - s_rot(I_M, sigma_M, T0)) < 2e-3

# vibration: entropy from level populations
for nu in modes:
    x = h * c * 100 * nu / (kB * T0)
    level = np.arange(int(60 / x) + 2)
    population = np.exp(-x * level)
    population /= population.sum()
    assert abs(-(population @ np.log(population)) - s_vib(nu, T0)) < 1e-8


# ---------- complete entropy change ----------
def parts(T):
    trans = s_trans(2 * m_mono, T) - 2 * s_trans(m_mono, T)
    rot = s_rot(I_D, sigma_D, T) - 2 * s_rot(I_M, sigma_M, T)
    return trans, rot, s_vib(modes, T).sum()


def free_volume(T):
    """Harmonic integral over relative position and orientation, angstrom^3."""
    return (2 * np.pi * kB * T / ang**2)**3 / np.sqrt(np.linalg.det(F6))


def ds_classical(T):
    weight = wells / 2
    volume = free_volume(T) * ang**3
    return np.log(weight * p0 * volume / (8 * np.pi**2 * kB * T)) + 2


def heat_capacity_change(T):
    d = 1e-3 * T
    return T * (sum(parts(T + d)) - sum(parts(T - d))) / (2 * d)


# masses cancel from the classical ratio of partition functions
for mM, mX in ((mass_M, mass_X), (30.0, 35.0)):
    m = np.array([mM, mX, mX, mX])
    i_m = np.linalg.eigvalsh(inertia(A, m))
    i_d = np.linalg.eigvalsh(inertia(dimer, np.concatenate([m, m])))
    vib = np.prod(kB * T0 / (h * c * 100 * rigid_modes(mM, mX)))
    q_d = q_rot(i_d, sigma_D, T0) * vib / thermal_length(2 * m.sum(), T0)**3
    q_m = q_rot(i_m, sigma_M, T0) / thermal_length(m.sum(), T0)**3
    from_space = wells / 2 * free_volume(T0) * ang**3 / (8 * np.pi**2)
    assert abs(q_d / q_m**2 / from_space - 1) < 1e-7

assert abs(sum(parts(4000.0)) - ds_classical(4000.0)) < 0.01
assert abs(heat_capacity_change(4000.0) - 2) < 0.02


# ---------- full nonlinear potential by importance sampling ----------
def sample_well(T, batches=10, size=40000, widen=1.15):
    """Ratio of full to harmonic integral, and anharmonic entropy over R."""
    rng = np.random.default_rng(12345)
    thermal = kB * T / ang**2
    factor = np.linalg.cholesky(thermal * np.linalg.inv(F6))
    ratios, entropies = [], []
    for _ in range(batches):
        z = rng.standard_normal((size, 6))
        q = widen * z @ factor.T
        turn = Rotation.from_rotvec(q[:, 3:])
        moved = np.stack([turn.apply(atom - B[0]) + B[0] + q[:, :3]
                          for atom in B], axis=1)
        dist = np.linalg.norm(moved[:, None, :, :] - A[None, :, None, :], axis=3)
        energy = 0.5 * np.sum(springs * (dist - rest)**2, axis=(1, 2)) / thermal
        angle = np.linalg.norm(q[:, 3:], axis=1)
        measure = np.sinc(angle / (2 * np.pi))**2 * (angle < np.pi)
        w = widen**6 * measure * np.exp(-energy + 0.5 * np.sum(z**2, axis=1))
        ratios.append(w.mean())
        entropies.append(np.log(w.mean()) + (w @ energy) / w.sum() - 3)
    error = np.sqrt(batches)
    return (np.mean(ratios), np.std(ratios, ddof=1) / error,
            np.mean(entropies), np.std(entropies, ddof=1) / error)


cold = sample_well(4.0)
assert abs(cold[0] - 1) < 0.01
assert abs(cold[2]) < 0.02
warm = sample_well(T0)

# ---------- printed results ----------
d_trans, d_rot, d_vib = parts(T0)
total = d_trans + d_rot + d_vib
sym = np.log(sigma_M**2 / sigma_D)
unit = "J/(mol K)"
print(f"Temperature: {T0:.0f} K")
print(f"Standard pressure: {p0 / 1e5:.0f} bar")
print(f"Mass of M, X, monomer: {mass_M:.0f}, {mass_X:.0f}, {m_mono:.0f} u")
print(f"M-X bond, bridge contact: {bond:.1f}, {bridge:.1f} angstrom")
print(f"Bridge spring, other springs: {k_bridge:.0f}, {k_other:.0f} N/m")
print(f"Symmetry numbers monomer, dimer: {sigma_M}, {sigma_D}")
print(f"Equivalent labelled wells: {wells}")
print(f"Twisted dimer wells, one hand / both: {wells_twisted} / {wells_both_hands}")
print(f"Monomer thermal wavelength: {thermal_length(m_mono, T0) / ang:.5f} angstrom")
print(f"Volume per molecule kT/p0: {kB * T0 / p0 / ang**3:.1f} angstrom^3")
print("Monomer moments of inertia:", np.round(I_M, 2), "u angstrom^2")
print("Dimer moments of inertia:", np.round(I_D, 2), "u angstrom^2")
print("Monomer rotational temperatures:", np.round(rot_temperatures(I_M), 5), "K")
print("Dimer rotational temperatures:", np.round(rot_temperatures(I_D), 5), "K")
print(f"S_trans monomer: {R * s_trans(m_mono, T0):.2f} {unit}")
print(f"S_trans dimer: {R * s_trans(2 * m_mono, T0):.2f} {unit}")
print(f"S_rot monomer: {R * s_rot(I_M, sigma_M, T0):.2f} {unit}")
print(f"S_rot dimer: {R * s_rot(I_D, sigma_D, T0):.2f} {unit}")
for number, nu in enumerate(modes, 1):
    print(f"Mode {number}: {nu:.2f} cm^-1, entropy {R * s_vib(nu, T0):.2f} {unit}")
print(f"Translational change: {R * d_trans:.2f} {unit}")
print(f"Rotational change, symmetry included: {R * d_rot:.2f} {unit}")
print(f"Symmetry part R ln(sM^2/sD): {R * sym:.2f} {unit}")
print(f"Rotational change without symmetry part: {R * (d_rot - sym):.2f} {unit}")
print(f"Translation plus rotation: {R * (d_trans + d_rot):.2f} {unit}")
print(f"Six-mode vibrational gain: {R * d_vib:.2f} {unit}")
print(f"Share of loss recovered by six modes: {-100 * d_vib / (d_trans + d_rot):.1f} %")
print(f"Total entropy change: {R * total:.2f} {unit}")
print(f"Total entropy change: {total:.3f} R")
print(f"Enthalpy for zero standard Gibbs energy: {R * T0 * total / 1000:.2f} kJ/mol")
print(f"Harmonic free volume v: {free_volume(T0):.6f} angstrom^3")
print(f"Classical total from v: {R * ds_classical(T0):.2f} {unit}")
print(f"Quantum minus classical total: {R * (total - ds_classical(T0)):.3f} {unit}")
print(f"Heat capacity change: {heat_capacity_change(T0):.3f} R")
print(f"Heat capacity change at 4000 K: {heat_capacity_change(4000.0):.4f} R")
print(f"Full/harmonic integral at 4 K: {cold[0]:.4f} +/- {cold[1]:.4f}")
print(f"Full/harmonic integral at 400 K: {warm[0]:.4f} +/- {warm[1]:.4f}")
print(f"Anharmonic entropy at 400 K: {R * warm[2]:.2f} +/- {R * warm[3]:.2f} {unit}")
print(f"R ln 2: {R * np.log(2):.2f} {unit}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 400 K
Standard pressure: 1 bar
Mass of M, X, monomer: 50, 20, 110 u
M-X bond, bridge contact: 2.0, 2.4 angstrom
Bridge spring, other springs: 60, 2 N/m
Symmetry numbers monomer, dimer: 6, 2
Equivalent labelled wells: 36
Twisted dimer wells, one hand / both: 36 / 72
Monomer thermal wavelength: 0.08323 angstrom
Volume per molecule kT/p0: 55226.0 angstrom^3
Monomer moments of inertia: [120. 120. 240.] u angstrom^2
Dimer moments of inertia: [354.86 776.8  901.94] u angstrom^2
Monomer rotational temperatures: [0.20212 0.20212 0.10106] K
Dimer rotational temperatures: [0.06835 0.03122 0.02689] K
S_trans monomer: 173.59 J/(mol K)
S_trans dimer: 182.23 J/(mol K)
S_rot monomer: 99.88 J/(mol K)
S_rot dimer: 126.79 J/(mol K)
Mode 1: 35.48 cm^-1, entropy 25.44 J/(mol K)
Mode 2: 54.58 cm^-1, entropy 21.86 J/(mol K)
Mode 3: 66.98 cm^-1, entropy 20.17 J/(mol K)
Mode 4: 76.83 cm^-1, entropy 19.03 J/(mol K)
Mode 5: 192.70 cm^-1, entropy 11.53 J/(mol K)
Mode 6: 272.85 cm^-1, entropy 8.80 J/(mol K)
Translational change: -164.94 J/(mol K)
Rotational change, symmetry included: -72.97 J/(mol K)
Symmetry part R ln(sM^2/sD): 24.03 J/(mol K)
Rotational change without symmetry part: -97.00 J/(mol K)
Translation plus rotation: -237.91 J/(mol K)
Six-mode vibrational gain: 106.83 J/(mol K)
Share of loss recovered by six modes: 44.9 %
Total entropy change: -131.09 J/(mol K)
Total entropy change: -15.766 R
Enthalpy for zero standard Gibbs energy: -52.43 kJ/mol
Harmonic free volume v: 0.004361 angstrom^3
Classical total from v: -131.64 J/(mol K)
Quantum minus classical total: 0.556 J/(mol K)
Heat capacity change: 1.869 R
Heat capacity change at 4000 K: 1.9986 R
Full/harmonic integral at 4 K: 1.0009 +/- 0.0006
Full/harmonic integral at 400 K: 1.0621 +/- 0.0057
Anharmonic entropy at 400 K: 0.52 +/- 0.13 J/(mol K)
R ln 2: 5.76 J/(mol K)
ALL CHECKS PASSED
```
